**Breakdown probability from one electron with geometric avalanches**

A cathode electron produces an avalanche of geometric size with mean M, and each of its ions releases a new cathode electron with probability gamma. With mu = gamma(M − 1), the chain of avalanches never ends with probability 1 − 1/mu for mu > 1, and with probability zero otherwise. The program asserts the geometric law against the integrated birth equations, and the secondary-electron law and survival by generation against explicit sums. It also asserts that simulated chains agree with the formulas within five standard errors, for one and for three starting electrons. For a nitrogen gap with rough parameters (5 Torr, 1 cm, gamma = 0.01), the threshold is 667 V, and at 700 V the formula gives 0.453 and the simulation 0.456. A model in which electrons must first gain the ionization energy gives 0.53 at the same mean size, and avalanches of fixed size give 0.75. Heating the gas by 20 K at fixed pressure and voltage raises the geometric result to 0.67.

## Numerical check

```python
"""
Result under test: one electron leaves the cathode of a gas gap. Its avalanche
has geometric size N = 1, 2, ... with mean M and leaves N-1 ions; each ion
releases one new cathode electron with probability gamma. With
mu = gamma*(M-1), the chain of avalanches never ends with probability
1 - 1/mu if mu > 1, and with probability zero if mu <= 1.
Survival through n generations is 1 / sum(mu**(-k), k = 0..n).
Example units: Torr, cm, V. Townsend coefficient: A*p*exp(-B*p*d/V).
"""
import math
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import binom

rng = np.random.default_rng(12345)


def breakdown_probability(mu):
    return 1 - 1 / mu if mu > 1 else 0.0


def survival(mu, n):
    return 1 / sum(mu ** (-k) for k in range(n + 1))


# Constant ionization rate: integrate the birth equations by matrix exponential
states = np.arange(1, 61)
generator = np.diag(-states.astype(float)) + np.diag(states[:-1].astype(float), -1)
birth_law = expm(2.0 * generator)[:, 0]
mean_birth = math.exp(2.0)
geometric_law = (1 / mean_birth) * (1 - 1 / mean_birth) ** (states - 1)
birth_error = np.max(np.abs(birth_law - geometric_law))
assert birth_error < 1e-9

# Secondary-electron law by explicit sums, then generation-by-generation decay
sizes = np.arange(1, 401)
released = np.arange(0, 201)
offspring_error = 0.0
generation_error = 0.0
for mean_size, gam in ((8.0, 0.1), (9.0, 0.125), (8.0, 0.3)):
    mu_case = gam * (mean_size - 1)
    weights = (1 / mean_size) * (1 - 1 / mean_size) ** (sizes - 1)
    law = binom.pmf(released[:, None], sizes[None, :] - 1, gam) @ weights
    formula = (mu_case / (1 + mu_case)) ** released / (1 + mu_case)
    offspring_error = max(offspring_error, np.max(np.abs(law - formula)))
    extinct = 0.0
    for n in range(1, 301):
        extinct = float(np.sum(law * extinct ** released))
        generation_error = max(generation_error,
                               abs(1 - extinct - survival(mu_case, n)))
    if mu_case > 1.01:
        assert abs(1 - extinct - breakdown_probability(mu_case)) < 1e-10
assert offspring_error < 1e-11
assert generation_error < 1e-10

# Nitrogen gap, rough typical parameters
A, B = 12.0, 342.0            # 1/(cm Torr), V/(cm Torr)
pressure, gap = 5.0, 1.0      # Torr, cm
gamma = 0.01
voltage = 700.0               # V
ionization_energy = 15.6      # eV, rough
electron_temperature = 3.0    # eV, rough
gas_temperature = 293.0       # K


def avalanche_mean(volt, p=pressure):
    return math.exp(A * p * gap * math.exp(-B * p * gap / volt))


def reproduction(volt, p=pressure, gam=gamma):
    return gam * (avalanche_mean(volt, p) - 1)


M = avalanche_mean(voltage)
mu = reproduction(voltage)
P = breakdown_probability(mu)
threshold = B * pressure * gap / math.log(
    A * pressure * gap / math.log(1 + 1 / gamma))
threshold_root = brentq(lambda v: reproduction(v) - 1, 400, 1000)
assert abs(threshold - threshold_root) < 1e-6
voltage_90 = brentq(lambda v: breakdown_probability(reproduction(v)) - 0.9,
                    threshold + 1, 1500)


def simulate(mean_size, start, cap, trials, generations=1000):
    """Follow every avalanche and ion; stop a chain at zero or at the cap."""
    electrons = np.full(trials, start, dtype=int)
    reached = np.zeros(trials, dtype=bool)
    alive_history = []
    for _ in range(generations):
        active = np.flatnonzero((electrons > 0) & ~reached)
        if active.size == 0:
            break
        owner = np.repeat(active, electrons[active])
        ions = rng.geometric(1 / mean_size, owner.size) - 1
        new = rng.binomial(ions, gamma)
        totals = np.bincount(owner, weights=new, minlength=trials)
        electrons[active] = np.rint(totals[active]).astype(int)
        reached |= electrons >= cap
        alive_history.append(np.mean(electrons > 0))
    undecided = int(np.sum((electrons > 0) & ~reached))
    return reached.mean(), undecided, alive_history


def within_noise(sampled, expected, trials):
    return abs(sampled - expected) < 5 * math.sqrt(
        expected * (1 - expected) / trials)


trials = 40000
sampled_P, undecided, history = simulate(M, 1, 60, trials)
assert undecided == 0         # every chain either dies or grows to the cap
assert within_noise(sampled_P, P, trials)
assert within_noise(history[2], survival(mu, 3), trials)
sampled_three, undecided, _ = simulate(M, 3, 60, trials)
assert undecided == 0
assert within_noise(sampled_three, 1 - mu ** (-3), trials)
low_voltage = 660.0
sampled_low, undecided, _ = simulate(avalanche_mean(low_voltage), 1, 10**5, 20000)
assert reproduction(low_voltage) < 1
assert undecided == 0 and sampled_low == 0

# Dead distance: each electron, after birth or an ionization, travels dead
# before it can ionize again at constant rate. The delay equation propagates
# either the mean size or the generating function of the size.
dead = ionization_energy * gap / voltage


def propagate(rate, start, branch, steps=3000):
    h = (gap - dead) / steps
    lag = dead / h
    values = [start] * (steps + 1)

    def source(i):
        position = i - lag
        if position <= 0:
            return branch(start)
        k = int(position)
        f = position - k
        return branch((1 - f) * values[k] + f * values[k + 1])

    old = source(0)
    for i in range(steps):
        new = source(i + 1)
        values[i + 1] = (values[i] * (1 - rate * h / 2)
                         + rate * h / 2 * (old + new)) / (1 + rate * h / 2)
        old = new
    return values[-1]


dead_rate = brentq(lambda a: propagate(a, 1.0, lambda m: 2 * m) - M, 2, 20)


def dead_extinction_map(q):
    z = 1 - gamma * (1 - q)
    return propagate(dead_rate, z, lambda f: f * f) / z


dead_q = brentq(lambda q: dead_extinction_map(q) - q, 0.0, 0.99)
dead_P = 1 - dead_q

# Independent simulation of the same dead-distance avalanches
samples = 20000
place = np.zeros(samples)
owner = np.arange(samples)
dead_sizes = np.zeros(samples)
while place.size:
    place = place + dead + rng.exponential(1 / dead_rate, place.size)
    inside = place < gap
    dead_sizes += np.bincount(owner[~inside], minlength=samples)
    place = np.repeat(place[inside], 2)
    owner = np.repeat(owner[inside], 2)
mean_noise = dead_sizes.std() / math.sqrt(samples)
assert abs(dead_sizes.mean() - M) < 5 * mean_noise
extinction_samples = (1 - gamma * dead_P) ** (dead_sizes - 1)
noise = extinction_samples.std() / math.sqrt(samples)
assert abs(extinction_samples.mean() - dead_q) < 5 * noise
dead_spread = dead_sizes.std() / dead_sizes.mean()
geometric_spread = math.sqrt(1 - 1 / M)
assert dead_spread < geometric_spread and dead_P > P

# No size fluctuations: every avalanche leaves M-1 ions (formal power)
fixed_q = brentq(lambda q: (1 - gamma * (1 - q)) ** (M - 1) - q, 0.0, 0.99)
fixed_P = 1 - fixed_q
assert fixed_P > dead_P

# Heating at fixed pressure acts through the lower gas density
heating = 20.0
hot_pressure = pressure * gas_temperature / (gas_temperature + heating)
hot_mu = reproduction(voltage, p=hot_pressure)
hot_P = breakdown_probability(hot_mu)

# Space charge when the chance of extinction has fallen below one in a million
deciding_electrons = math.ceil(math.log(1e6) / math.log(mu))
deciding_ions = deciding_electrons * (M - 1)
radius = math.sqrt(4 * electron_temperature / voltage) * gap
coulomb = constants.e / (4 * math.pi * constants.epsilon_0) * 100  # V cm
charge_field = coulomb * deciding_ions / radius**2
field = voltage / gap
assert charge_field < 0.01 * field

print(f"max error, birth equations vs geometric law: {birth_error:.1e}")
print(f"max error, secondary-electron law: {offspring_error:.1e}")
print(f"max error, survival by generation: {generation_error:.1e}")
print(f"coefficient A: {A:.0f} 1/(cm Torr)")
print(f"coefficient B: {B:.0f} V/(cm Torr)")
print(f"pressure: {pressure:.1f} Torr; gap: {gap:.1f} cm")
print(f"gamma: {gamma:.3f}; voltage: {voltage:.0f} V")
print(f"field/pressure: {field / pressure:.0f} V/(cm Torr)")
print(f"ln(1+1/gamma): {math.log(1 + 1 / gamma):.4f}")
print(f"threshold mean size 1+1/gamma: {1 + 1 / gamma:.0f}")
print(f"threshold voltage: {threshold:.1f} V")
print(f"alpha at {voltage:.0f} V: {math.log(M) / gap:.3f} 1/cm")
print(f"mean avalanche size M: {M:.1f}")
print(f"mu = gamma(M-1): {mu:.4f}")
print(f"breakdown probability, formula: {P:.4f}")
print(f"breakdown probability, simulated: {sampled_P:.4f}")
print(f"simulated chains: {trials}")
print(f"three starting electrons, formula: {1 - mu ** (-3):.4f}")
print(f"three starting electrons, simulated: {sampled_three:.4f}")
for n in (1, 2, 3, 5, 10):
    print(f"survival through {n} generations: {survival(mu, n):.4f}")
print(f"simulated survival through 3 generations: {history[2]:.4f}")
for v in (660.0, 680.0, 700.0, 750.0, 800.0):
    m = reproduction(v)
    print(f"{v:.0f} V: M {avalanche_mean(v):.1f}, mu {m:.3f}, "
          f"probability {breakdown_probability(m):.3f}")
print(f"simulated probability at {low_voltage:.0f} V: {sampled_low:.4f}")
print(f"voltage for probability 0.9: {voltage_90:.1f} V")
print(f"its excess over threshold: {100 * (voltage_90 / threshold - 1):.1f} %")
print(f"ionization energy (rough): {ionization_energy:.1f} eV")
print(f"dead distance: {dead:.4f} cm")
print(f"ionization rate after dead distance: {dead_rate:.3f} 1/cm")
print(f"relative size spread, geometric: {geometric_spread:.3f}")
print(f"relative size spread, dead distance: {dead_spread:.3f}")
print(f"probability with dead distance, same M: {dead_P:.4f}")
print(f"probability with fixed avalanche size: {fixed_P:.4f}")
print(f"gas temperature: {gas_temperature:.0f} K; heating: {heating:.0f} K")
print(f"heated gas: mu {hot_mu:.3f}, probability {hot_P:.3f}")
for g in (0.008, 0.012):
    print(f"gamma {g:.3f}: probability "
          f"{breakdown_probability(reproduction(voltage, gam=g)):.3f}")
print(f"electrons for extinction below 1e-6: {deciding_electrons}")
print(f"ions made by them: {deciding_ions:.0f}")
print(f"electron temperature (rough): {electron_temperature:.1f} eV")
print(f"sideways spread in one crossing: {radius:.3f} cm")
print(f"space-charge field: {charge_field:.3f} V/cm")
print(f"space-charge field/applied field: {charge_field / field:.1e}")
print("no test failed")
```

Output:

```
max error, birth equations vs geometric law: 1.4e-17
max error, secondary-electron law: 1.7e-16
max error, survival by generation: 5.9e-14
coefficient A: 12 1/(cm Torr)
coefficient B: 342 V/(cm Torr)
pressure: 5.0 Torr; gap: 1.0 cm
gamma: 0.010; voltage: 700 V
field/pressure: 140 V/(cm Torr)
ln(1+1/gamma): 4.6151
threshold mean size 1+1/gamma: 101
threshold voltage: 666.7 V
alpha at 700 V: 5.215 1/cm
mean avalanche size M: 184.0
mu = gamma(M-1): 1.8296
breakdown probability, formula: 0.4534
breakdown probability, simulated: 0.4558
simulated chains: 40000
three starting electrons, formula: 0.8367
three starting electrons, simulated: 0.8338
survival through 1 generations: 0.6466
survival through 2 generations: 0.5419
survival through 3 generations: 0.4979
survival through 5 generations: 0.4659
survival through 10 generations: 0.4540
simulated survival through 3 generations: 0.5010
660 V: M 89.8, mu 0.888, probability 0.000
680 V: M 128.2, mu 1.272, probability 0.214
700 V: M 184.0, mu 1.830, probability 0.453
750 V: M 462.7, mu 4.617, probability 0.783
800 V: M 1184.4, mu 11.834, probability 0.915
simulated probability at 660 V: 0.0000
voltage for probability 0.9: 791.1 V
its excess over threshold: 18.7 %
ionization energy (rough): 15.6 eV
dead distance: 0.0223 cm
ionization rate after dead distance: 6.853 1/cm
relative size spread, geometric: 0.997
relative size spread, dead distance: 0.781
probability with dead distance, same M: 0.5297
probability with fixed avalanche size: 0.7458
gas temperature: 293 K; heating: 20 K
heated gas: mu 2.997, probability 0.666
gamma 0.008: probability 0.317
gamma 0.012: probability 0.545
electrons for extinction below 1e-6: 23
ions made by them: 4208
electron temperature (rough): 3.0 eV
sideways spread in one crossing: 0.131 cm
space-charge field: 0.035 V/cm
space-charge field/applied field: 5.0e-05
no test failed
```
